# Competing charge states of an oxygen vacancy and the dilute-limit overcount: verification in Python

```python
# Result under test: an oxygen site holds either O or ONE vacancy of charge
# q = 0, +1, +2.  With w_q = g_q exp(-E_q/kT) and W = sum of w_q, the true
# vacancy fractions are x_q = w_q/(1+W), while separate dilute formulas give
# x_q = w_q, whose total W can exceed one vacancy per site.
# Symbols: dmu = oxygen chemical potential from half an O2 molecule (eV),
# ef = Fermi level from the valence-band top (eV), kT = thermal energy (eV),
# E_q = formation energy (eV), g_q = degeneracy (1, 2, 1).
from itertools import product
from math import factorial
import numpy as np
import mpmath as mp
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq, minimize
from scipy.special import expit

KB = sc.k / sc.e                      # eV/K
T_HOT, T_USE = 900.0, 358.0           # K
E0_RICH = 5.00                        # neutral vacancy at dmu = 0, eV
LEV_P0, LEV_2P = 2.74, 2.70           # levels (+/0) and (2+/+), eV
GAP, EF = 3.10, 2.70                  # eV
DMU, DMU_STRONG = -4.88, -5.10        # eV
N_SITE = 6.0e22                       # oxygen sites per cm3
MASS, EPS_R = 3.0, 50.0               # band mass / m_e, permittivity
SPACING, LAYER = 0.28, 1.0            # nm
BARRIER, ATTEMPT = 1.0, 1.0e13        # eV, 1/s
CHARGE = np.array([0, 1, 2])
DEGEN = np.array([1.0, 2.0, 1.0])
kT = KB * T_HOT


def formation(dmu, ef):
    e0 = E0_RICH + dmu
    e1 = e0 + ef - LEV_P0
    return np.array([e0, e1, e1 + ef - LEV_2P])


def weights(dmu, ef, kt=kT):
    return DEGEN * np.exp(-formation(dmu, ef) / kt)


def true_fractions(dmu, ef, kt=kT):
    w = weights(dmu, ef, kt)
    return w / (1 + w.sum())


# Definition side: microscopic states O, V0, V+ up, V+ down, V2+
U_STATE = np.array([0.0, E0_RICH, E0_RICH - LEV_P0, E0_RICH - LEV_P0,
                    E0_RICH - LEV_P0 - LEV_2P])
N_OXYGEN = np.array([1, 0, 0, 0, 0])
Q_STATE = np.array([0, 0, 1, 1, 2])
SITES = 4
CONFIGS = np.array(list(product(range(5), repeat=SITES)))


def enumerate_sites(dmu, ef):
    """ln(Xi) and mean fractions of V0, V+, V2+ from all configurations."""
    site = U_STATE - dmu * N_OXYGEN + ef * Q_STATE
    grand = site[CONFIGS].sum(axis=1)
    low = grand.min()
    boltz = np.exp(-(grand - low) / kT)
    prob = boltz / boltz.sum()
    f = np.array([prob @ (CONFIGS == s).mean(axis=1) for s in range(5)])
    return np.log(boltz.sum()) - low / kT, np.array([f[1], f[2] + f[3], f[4]])


# Occupations, against enumeration, in dilute and crowded conditions
for dmu in (-4.0, DMU, DMU_STRONG):
    for ef in (2.5, EF, 2.9):
        counted = enumerate_sites(dmu, ef)[1]
        assert np.allclose(counted, true_fractions(dmu, ef),
                           rtol=1e-9, atol=1e-14)
        w = weights(dmu, ef)
        assert np.isclose(w.sum() / counted.sum(), 1 / (1 - counted.sum()),
                          rtol=1e-8)
        assert np.allclose(counted / counted[0], w / w[0], rtol=1e-8)

# Derivatives of ln(Xi) give oxygen number and charge
w = weights(DMU, EF)
W = w.sum()
x = true_fractions(DMU, EF)
h = 1e-4
d_mu = (enumerate_sites(DMU + h, EF)[0] - enumerate_sites(DMU - h, EF)[0])
d_ef = (enumerate_sites(DMU, EF + h)[0] - enumerate_sites(DMU, EF - h)[0])
assert abs(kT * d_mu / (2 * h * SITES) - (1 - x.sum())) < 1e-5
assert abs(-kT * d_ef / (2 * h * SITES) - CHARGE @ x) < 1e-5

# Threshold of overcounting and equal-population Fermi levels
dmu_star = kT * np.log(weights(0.0, EF).sum())
half = brentq(lambda m: enumerate_sites(m, EF)[1].sum() - 0.5, -5.5, -4.0)
assert abs(half - dmu_star) < 1e-8
cross_p0 = LEV_P0 + kT * np.log(2)
cross_2p = LEV_2P - kT * np.log(2)


def imbalance(ef, i, j):
    f = enumerate_sites(DMU, ef)[1]
    return np.log(f[i] / f[j])


assert abs(brentq(imbalance, 2.4, 3.1, args=(0, 1)) - cross_p0) < 1e-8
assert abs(brentq(imbalance, 2.4, 3.1, args=(1, 2)) - cross_2p) < 1e-8

# All energies positive, all single weights below one, total above one
energies = formation(DMU, EF)
assert energies.min() > 0 and w.max() < 1 and W > 1

# Same energies, two entropies: only the dilute entropy yields x_q = w_q
cost = energies / kT - np.log(DEGEN)


def free_full(y):
    p = np.exp(np.append(0.0, y))
    p /= p.sum()
    return p[1:] @ cost + p @ np.log(p)


def free_dilute(y):
    return np.exp(y) @ (cost + y - 1)


y_full = minimize(free_full, -np.ones(3), method="BFGS").x
p_full = np.exp(y_full) / (1 + np.exp(y_full).sum())
p_dilute = np.exp(minimize(free_dilute, -np.ones(3), method="BFGS").x)
# tolerance set by the finite-difference gradients of the minimizer
assert np.allclose(p_full, x, atol=1e-4)
assert np.allclose(p_dilute, w, atol=1e-4)

# Fictitious site holding any number of vacancies, weights w^n/n!
norm = mean = multiple = 0.0
for n in product(range(16), repeat=3):
    term = np.prod([w[i] ** n[i] / factorial(n[i]) for i in range(3)])
    norm += term
    mean += term * sum(n)
    multiple += term * (sum(n) > 1)
assert abs(mean / norm - W) < 1e-9
assert abs(norm - np.exp(W)) < 1e-9
forbidden = multiple / norm


def separate_saturation(dmu):
    v = weights(dmu, EF)
    return (v / (1 + v)).sum()


# Fictitious site holding at most one vacancy of EACH charge
v = weights(DMU_STRONG, EF)
occ = np.array(list(product((0, 1), repeat=3)))
pw = np.prod(v ** occ, axis=1)
each = pw @ occ.sum(axis=1) / pw.sum()
assert abs(each - separate_saturation(DMU_STRONG)) < 1e-10 and each > 1

# Space charge of the fixed-Fermi-level example between two metal plates
rho = sc.e * N_SITE * 1e6 * (CHARGE @ x)              # C/m3
eps = EPS_R * sc.epsilon_0
d = LAYER * 1e-9
bend = rho * d**2 / (8 * eps)                         # V
field = rho * d / (2 * eps)                           # V/m
m = 201
step = d / (m - 1)
lap = (np.diag(-2 * np.ones(m - 2)) + np.diag(np.ones(m - 3), 1)
       + np.diag(np.ones(m - 3), -1))
phi = np.zeros(m)
phi[1:-1] = np.linalg.solve(lap, -rho / eps * step**2 * np.ones(m - 2))
assert np.isclose(phi.max(), bend, rtol=1e-8)
assert np.isclose(np.gradient(phi, step, edge_order=2)[0], field, rtol=1e-7)

# Charge neutrality with a parabolic conduction band
N_BAND = 2 * (MASS * sc.m_e * sc.k * T_HOT
              / (2 * np.pi * sc.hbar**2))**1.5 * 1e-6  # per cm3


def electrons(ef):
    eta = (ef - GAP) / kT
    # substitution energy = s^2 removes the square root at the band edge
    top = np.sqrt(max(eta, 0.0) + 40.0)
    val = quad(lambda s: 2 * s * s * expit(eta - s * s), 0, top, limit=200)[0]
    return N_BAND * 2 / np.sqrt(np.pi) * val


poly = -N_BAND * float(mp.re(mp.polylog(1.5, -mp.exp(-0.5))))
assert np.isclose(electrons(GAP - 0.5 * kT), poly, rtol=1e-7)


def neutral_level(law, dmu):
    return brentq(lambda f: np.log(N_SITE * (CHARGE @ law(dmu, f)))
                  - np.log(electrons(f)), 2.0, 4.5)


neutral = []
for dmu in (DMU, DMU_STRONG):
    ef_true = neutral_level(true_fractions, dmu)
    ef_dil = neutral_level(weights, dmu)
    counted = enumerate_sites(dmu, ef_true)[1]
    assert np.isclose(N_SITE * (CHARGE @ counted), electrons(ef_true),
                      rtol=1e-6)
    neutral.append((dmu, ef_true, counted.sum(), ef_dil,
                    weights(dmu, ef_dil).sum()))
assert neutral[1][4] > 1 and formation(DMU_STRONG, EF)[0] < 0

# Coulomb repulsion between neighbours in a chain, by transfer matrix
repulsion = sc.e / (4 * np.pi * eps * SPACING * 1e-9)  # eV for q = q' = 1
q4 = np.array([0, 0, 1, 2])
w4 = np.append(1.0, w)


def transfer(strength):
    return (np.sqrt(np.outer(w4, w4))
            * np.exp(-strength * np.outer(q4, q4) / kT))


def chain_fraction(strength):
    vec = np.linalg.eigh(transfer(strength))[1][:, -1]
    return 1 - vec[0]**2


ring = np.array(list(product(range(4), repeat=6)))
pair = (q4[ring] * q4[np.roll(ring, 1, axis=1)]).sum(axis=1)
rw = np.prod(w4[ring], axis=1) * np.exp(-repulsion * pair / kT)
ring_x = rw @ (ring > 0).mean(axis=1) / rw.sum()
power = np.linalg.matrix_power(transfer(repulsion), 6)
assert abs(ring_x - (1 - power[0, 0] / np.trace(power))) < 1e-10
assert abs(chain_fraction(0.0) - x.sum()) < 1e-10
x_chain = chain_fraction(repulsion)

W_vib = W * np.e                       # one k of entropy per vacancy
W_use = weights(DMU, EF, KB * T_USE).sum()
hop = [np.exp(BARRIER / (KB * t)) / ATTEMPT for t in (T_HOT, T_USE)]

print(f"Temperature {T_HOT:.0f} K, kT = {kT:.5f} eV")
print(f"Neutral vacancy energy at dmu=0: {E0_RICH:.2f} eV")
print(f"Levels (+/0) {LEV_P0:.2f} eV, (2+/+) {LEV_2P:.2f} eV")
print(f"Gap {GAP:.2f} eV, Fermi level {EF:.2f} eV")
print(f"Main dmu {DMU:.2f} eV, site density {N_SITE:.1e} cm^-3")
for name, e, wi, xi in zip(("V0 ", "V+ ", "V2+"), energies, w, x):
    print(f"{name}: E = {e:.3f} eV, w = {wi:.4f}, true x = {xi:.4f}")
print(f"Dilute total W = {W:.4f} per site")
print(f"True total x_V = {x.sum():.4f} per site")
print(f"Ratio dilute/true = {W / x.sum():.4f}")
print(f"Dilute density = {W * N_SITE:.3e} cm^-3")
print(f"True density = {x.sum() * N_SITE:.3e} cm^-3")
print(f"Threshold dmu* (W=1) = {dmu_star:.4f} eV")
print(f"Fermi level for x(V+)=x(V0): {cross_p0:.4f} eV")
print(f"Fermi level for x(V2+)=x(V+): {cross_2p:.4f} eV")
print(f"Fictitious site, share with 2 or more: {forbidden:.4f}")
print("Scan at fixed Fermi level, all per site:")
for dmu in (-4.0, -4.6, DMU, DMU_STRONG):
    print(f" dmu {dmu:.2f} eV: W {weights(dmu, EF).sum():.4e}, "
          f"x_V {true_fractions(dmu, EF).sum():.4e}, "
          f"separately saturated {separate_saturation(dmu):.4e}")
print(f"Mean charge per site = {CHARGE @ x:.4f} e")
print(f"Layer {LAYER:.1f} nm, relative permittivity {EPS_R:.0f}")
print(f"Field at plates = {field * 1e-8:.1f} MV/cm")
print(f"Band bending at centre = {bend:.2f} eV")
print(f"Band mass {MASS:.1f} m_e, band density {N_BAND:.3e} cm^-3")
for dmu, ft, xt, fd, wd in neutral:
    print(f"Neutral oxide, dmu {dmu:.2f} eV, "
          f"E0 {E0_RICH + dmu:.2f} eV:")
    print(f" true law: E_F {ft:.4f} eV, x_V {xt:.4f} per site")
    print(f" dilute law: E_F {fd:.4f} eV, W {wd:.4f} per site")
    print(f" electrons (true law) {electrons(ft):.3e} cm^-3")
print(f"Neighbour spacing {SPACING:.2f} nm")
print(f"Repulsion of two V+ = {repulsion:.4f} eV")
print(f"x_V in repelling chain = {x_chain:.4f} per site")
print(f"With 1 k vibrational entropy: W {W_vib:.4f}, "
      f"x_V {W_vib / (1 + W_vib):.4f} per site")
print(f"At {T_USE:.0f} K: W {W_use:.4f}, "
      f"x_V {W_use / (1 + W_use):.4f} per site")
print(f"Hop barrier {BARRIER:.1f} eV, attempt rate {ATTEMPT:.0e} 1/s")
print(f"Hop time: {hop[0]:.2e} s at {T_HOT:.0f} K, "
      f"{hop[1]:.2e} s at {T_USE:.0f} K")
print("checks complete")
```

Running it gives:

```
Temperature 900 K, kT = 0.07756 eV
Neutral vacancy energy at dmu=0: 5.00 eV
Levels (+/0) 2.74 eV, (2+/+) 2.70 eV
Gap 3.10 eV, Fermi level 2.70 eV
Main dmu -4.88 eV, site density 6.0e+22 cm^-3
V0 : E = 0.120 eV, w = 0.2128, true x = 0.0933
V+ : E = 0.080 eV, w = 0.7129, true x = 0.3124
V2+: E = 0.080 eV, w = 0.3565, true x = 0.1562
Dilute total W = 1.2822 per site
True total x_V = 0.5618 per site
Ratio dilute/true = 2.2822
Dilute density = 7.693e+22 cm^-3
True density = 3.371e+22 cm^-3
Threshold dmu* (W=1) = -4.8607 eV
Fermi level for x(V+)=x(V0): 2.7938 eV
Fermi level for x(V2+)=x(V+): 2.6462 eV
Fictitious site, share with 2 or more: 0.3669
Scan at fixed Fermi level, all per site:
 dmu -4.00 eV: W 1.5142e-05, x_V 1.5142e-05, separately saturated 1.5142e-05
 dmu -4.60 eV: W 3.4676e-02, x_V 3.3514e-02, separately saturated 3.4187e-02
 dmu -4.88 eV: W 1.2822e+00, x_V 5.6183e-01, separately saturated 8.5448e-01
 dmu -5.10 eV: W 2.1873e+01, x_V 9.5628e-01, separately saturated 2.5668e+00
Mean charge per site = 0.6248 e
Layer 1.0 nm, relative permittivity 50
Field at plates = 67.8 MV/cm
Band bending at centre = 1.70 eV
Band mass 3.0 m_e, band density 6.775e+20 cm^-3
Neutral oxide, dmu -4.88 eV, E0 0.12 eV:
 true law: E_F 3.0603 eV, x_V 0.1801 per site
 dilute law: E_F 3.0686 eV, W 0.2190 per site
 electrons (true law) 3.402e+20 cm^-3
Neutral oxide, dmu -5.10 eV, E0 -0.10 eV:
 true law: E_F 3.1242 eV, x_V 0.7864 per site
 dilute law: E_F 3.1952 eV, W 3.6511 per site
 electrons (true law) 6.593e+20 cm^-3
Neighbour spacing 0.28 nm
Repulsion of two V+ = 0.1029 eV
x_V in repelling chain = 0.4155 per site
With 1 k vibrational entropy: W 3.4855, x_V 0.7771 per site
At 358 K: W 0.2448, x_V 0.1967 per site
Hop barrier 1.0 eV, attempt rate 1e+13 1/s
Hop time: 3.98e-08 s at 900 K, 1.20e+01 s at 358 K
checks complete
```
